**Vacancy and self-interstitial concentrations in sealed and open crystals**

The Frenkel-pair free energy G_V + G_I fixes the product K = C_V C_I of the vacancy and self-interstitial concentrations, while surfaces fix each concentration separately. The program asserts the equilibrium formulas for open and sealed crystals against explicit sums over defect numbers, including an atom source with shifted chemical potential. It also asserts the effective diffusion time against a two-species eigenvalue problem, and the sealed-interior result against the midplane of a numerically cooled slab. Two smaller assertions cover vacancy trapping by oxygen and the Fermi-level shift caused by donors. For rough parameters in the regime of a silicon wafer at 1400 K, the output shows C_V = 7.1×10¹² cm⁻³ and C_I = 1.9×10¹² cm⁻³, not a common value of 3.7×10¹² cm⁻³. After rapid cooling to 1200 K, the midplane keeps its vacancy excess and the two concentrations differ by a factor of about 10⁵. The remaining lines size the effects of surface loss, oxygen, doping, stress, a recombination barrier and errors in the formation free energies.

## Verification by program

```python
"""Vacancies (V) and self-interstitials (I) in an elemental crystal.
Result under test: the Frenkel-pair free energy G_V + G_I fixes only the
product of concentrations. A sealed interior also conserves C_I - C_V;
surfaces instead fix C_V and C_I separately, in general unequal.
Symbols: x_v = exp(-G_V/kT), x_i = exp(-G_I/kT), a = interstitial positions
per lattice site, c = defects per site, C = defects per cm^3, K = C_V*C_I.
Example parameters are rough values in the regime of a silicon wafer.
"""
import itertools
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

k_ev = k_joule / charge


def log_binomial(n, m):
    return gammaln(n + 1) - gammaln(m + 1) - gammaln(n - m + 1)


# Open crystal: atom number fixed, number of lattice sites free to change.
def open_sum(x_v, x_i, a, atoms=20000):
    n_v = np.arange(1000)[:, None]
    n_i = np.arange(1000)[None, :]
    sites = atoms + n_v - n_i
    log_w = (log_binomial(sites, n_v) + log_binomial(a * sites, n_i)
             + n_v * np.log(x_v) + n_i * np.log(x_i))
    w = np.exp(log_w - log_w.max())
    w /= w.sum()
    mean_sites = (w * sites).sum()
    return (w * n_v).sum() / mean_sites, (w * n_i).sum() / mean_sites


def open_formula(x_v, x_i, a):
    c_v, c_i = x_v, a * x_i
    for _ in range(200):
        c_v = x_v * (1 - c_i / a) ** (-a)
        t = x_i * (1 - c_v) * (1 - c_i / a) ** a
        c_i = a * t / (1 + t)
    return c_v, c_i


a_test = 3
open_results = []
for source in (1.0, 2.0):   # source = exp(mu/kT) of the atom reservoir
    xv, xi = 0.02 / source, 0.004 * source
    cv, ci = open_sum(xv, xi, a_test)
    fv, fi = open_formula(xv, xi, a_test)
    # finite-size error is of order one over the number of atoms
    assert abs(cv / fv - 1) < 1e-3 and abs(ci / fi - 1) < 1e-3
    product = cv * ci / ((1 - cv) * (a_test - ci))
    assert abs(product / (0.02 * 0.004) - 1) < 1e-3
    # dilute laws: relative error of the order of the defect fractions
    assert abs(cv / xv - 1) < 2 * (cv + ci)
    assert abs(ci / (a_test * xi) - 1) < 2 * (cv + ci)
    open_results.append((cv, ci, product))


# Sealed crystal: site number fixed, only pairs are created or destroyed.
def sealed_sum(difference, pair_factor, sites=1000000):
    d = int(round(difference * sites))
    n_i = np.arange(max(0, d), 10000)
    n_v = n_i - d
    log_w = (log_binomial(sites, n_v) + log_binomial(sites, n_i)
             + n_i * np.log(pair_factor))
    w = np.exp(log_w - log_w.max())
    return (w * n_i).sum() / w.sum() / sites


def sealed_interstitials(difference, product):
    root = np.sqrt(difference**2 + 4 * product)
    if difference < 0:      # same root, written without cancellation
        return 2 * product / (root - difference)
    return (difference + root) / 2


for diff in (-2e-3, 0.0, 1e-3):
    # dilute formula: error of the order of the defect fraction
    assert abs(sealed_sum(diff, 1e-6)
               / sealed_interstitials(diff, 1e-6) - 1) < 5e-3

# Example inputs (rough): energies in eV, entropies in k, lengths in cm.
site_density = 5e22
h_v, s_v, h_i, s_i = 3.7, 8.0, 4.1, 10.0
t_hot, t_cool = 1400.0, 1200.0
d_i, d_v = 1e-4, 1e-5
thickness, capture_radius = 0.07, 5e-8
ramp_time, hold_time = 2.0, 1.0


def surface_values(temp):
    kt = k_ev * temp
    return (site_density * np.exp(s_v - h_v / kt),
            site_density * np.exp(s_i - h_i / kt))


v_hot, i_hot = surface_values(t_hot)
v_cool, i_cool = surface_values(t_cool)
k_hot, k_cool = v_hot * i_hot, v_cool * i_cool
kt_hot, kt_cool = k_ev * t_hot, k_ev * t_cool
diff_hot = i_hot - v_hot
i_sealed = sealed_interstitials(diff_hot, k_cool)
v_sealed = i_sealed - diff_hot
t_equal = (h_i - h_v) / (k_ev * (s_i - s_v))

# Slow relaxation of a slab: full two-species problem against D_eff.
recombination = 4 * np.pi * capture_radius * (d_i + d_v)
d_eff = (d_i * i_hot + d_v * v_hot) / (i_hot + v_hot)
tau = thickness**2 / (np.pi**2 * d_eff)
nodes = 99
step = thickness / (nodes + 1)
lap = (np.diag(-2 * np.ones(nodes)) + np.diag(np.ones(nodes - 1), 1)
       + np.diag(np.ones(nodes - 1), -1)) / step**2
one = np.eye(nodes)
matrix = np.block([
    [d_i * lap - recombination * v_hot * one, -recombination * i_hot * one],
    [-recombination * v_hot * one, d_v * lap - recombination * i_hot * one]])
slow_rate = np.min(-np.linalg.eigvals(matrix).real)
assert abs(slow_rate * tau - 1) < 5e-3   # grid and finite recombination rate
fast_rate = recombination * (v_hot + i_hot)
barrier_limit = kt_hot * np.log(fast_rate / slow_rate)

# Cooling of the slab with its surfaces held at their own equilibrium.
# Diffusivities stay at their hot values, which overstates surface loss.
unit = 1e12


def slab_rate(time, y):
    temp = t_hot - (t_hot - t_cool) * min(time / ramp_time, 1.0)
    v_s, i_s = (value / unit for value in surface_values(temp))
    inter, vac = y[:nodes], y[nodes:]
    lap_i = np.diff(np.concatenate(([i_s], inter, [i_s])), 2) / step**2
    lap_v = np.diff(np.concatenate(([v_s], vac, [v_s])), 2) / step**2
    pair = recombination * unit * (v_s * i_s - inter * vac)
    return np.concatenate((d_i * lap_i + pair, d_v * lap_v + pair))


state = np.concatenate((np.full(nodes, i_hot), np.full(nodes, v_hot))) / unit
for start, stop in ((0.0, ramp_time), (ramp_time, ramp_time + hold_time)):
    run = solve_ivp(slab_rate, (start, stop), state, method="BDF",
                    rtol=1e-6, atol=1e-10)
    assert run.success
    state = run.y[:, -1]
i_mid, v_mid = state[nodes // 2] * unit, state[nodes + nodes // 2] * unit
v_profile = np.concatenate(([v_cool], state[nodes:] * unit, [v_cool]))
v_average = (v_profile[1:] + v_profile[:-1]).sum() / (2 * (nodes + 1))
# the midplane is nearly sealed: a few per cent may leak to the surfaces
assert abs(v_mid / v_sealed - 1) < 0.03
assert abs(i_mid / i_sealed - 1) < 0.03
assert abs(v_mid * i_mid / k_cool - 1) < 0.01

# Interstitial injection by an oxidizing surface (rough supersaturation).
supersaturation = 3.0
mu_oxide = kt_hot * np.log(supersaturation)
i_oxide = i_hot * np.exp(mu_oxide / kt_hot)
v_oxide = v_hot * np.exp(-mu_oxide / kt_hot)


# Oxygen on a bond binds a vacancy on either of its two neighbour sites.
def bound_per_oxygen_over_free(x, boost):
    total = bound = far = 0.0
    for occ in itertools.product((0, 1), repeat=8):
        near = occ[0] or occ[1]
        weight = x ** sum(occ) * (boost if near else 1.0)
        total += weight
        bound += weight * bool(near)
        far += weight * occ[5]
    return (bound / total) / (far / total)


assert abs(bound_per_oxygen_over_free(1e-6, 100.0) / 200.0 - 1) < 1e-3
oxygen, binding = 1e18, 1.0
trap_hot = 2 * oxygen / site_density * np.exp(binding / kt_hot)
trap_cool = 2 * oxygen / site_density * np.exp(binding / kt_cool)
# Sealed balance with trapped vacancies included in the conserved count.
excess = v_hot * (1 + trap_hot) - i_hot
v_trap = brentq(lambda v: (v * (1 + trap_cool) - k_cool / v - excess) / unit,
                1e10, 1e14)

# Doping: Fermi-level shift from charge neutrality.
n_intrinsic, donors = 1e19, 1e20
u_fermi = brentq(lambda u: np.exp(u) - np.exp(-u) - donors / n_intrinsic,
                 0, 10)
assert abs(u_fermi - np.arcsinh(donors / (2 * n_intrinsic))) < 1e-9
stress = 1e8
stress_energy = stress * (1e-6 / site_density) / charge


def show(label, value, unit_name="", form=".3g"):
    print(f"{label}: {value:{form}} {unit_name}".rstrip())


for number, (cv, ci, prod) in enumerate(open_results, 1):
    print(f"open sum {number}: c_V={cv:.5f} c_I={ci:.5f} "
          f"reduced product={prod:.4e}")
show("site density", site_density, "cm^-3")
print(f"V enthalpy, entropy: {h_v} eV, {s_v} k")
print(f"I enthalpy, entropy: {h_i} eV, {s_i} k")
for temp, kt, vac, inter, prod in (
        (t_hot, kt_hot, v_hot, i_hot, k_hot),
        (t_cool, kt_cool, v_cool, i_cool, k_cool)):
    print(f"T={temp:.0f} K: kT={kt:.5f} eV")
    print(f"  G_V={h_v - s_v * kt:.4f} eV, G_I={h_i - s_i * kt:.4f} eV")
    print(f"  surface values C_V={vac:.3e}, C_I={inter:.3e} cm^-3")
    print(f"  K={prod:.3e} cm^-6, sqrt(K)={np.sqrt(prod):.3e} cm^-3")
    print(f"  ratio C_V/C_I={vac / inter:.3f}")
show("temperature of equal surface values", t_equal, "K", ".0f")
show("oxidation supersaturation of I", supersaturation)
show("oxidation atom potential", mu_oxide, "eV")
print(f"oxidation C_V={v_oxide:.3e}, C_I={i_oxide:.3e} cm^-3")
print(f"D_I={d_i:.1e}, D_V={d_v:.1e}, D_eff={d_eff:.3e} cm^2/s")
show("slab thickness", thickness * 10, "mm")
show("capture radius", capture_radius * 1e7, "nm")
show("surface equilibration time", tau, "s")
show("same from two-species eigenvalue", 1 / slow_rate, "s")
show("recombination rate", fast_rate, "1/s")
show("barrier that equalizes the two rates", barrier_limit, "eV")
print(f"cooling time {ramp_time} s, then hold {hold_time} s")
show("conserved C_I - C_V", diff_hot, "cm^-3", ".3e")
print(f"sealed, cooled: C_V={v_sealed:.3e}, C_I={i_sealed:.3e} cm^-3")
print(f"slab midplane: C_V={v_mid:.3e}, C_I={i_mid:.3e} cm^-3")
show("slab average C_V after cooling", v_average, "cm^-3", ".3e")
show("average C_V / sealed C_V", v_average / v_sealed)
show("sealed V supersaturation", v_sealed / v_cool)
show("void driving energy per V", kt_cool * np.log(v_sealed / v_cool), "eV")
print(f"oxygen {oxygen:.1e} cm^-3, V binding {binding} eV")
print(f"trapped/free V: hot {trap_hot:.3f}, cooled {trap_cool:.3f}")
print(f"sealed with oxygen: C_V={v_trap:.3e}, "
      f"C_I={k_cool / v_trap:.3e} cm^-3")
print(f"intrinsic carriers {n_intrinsic:.1e}, donors {donors:.1e} cm^-3")
show("Fermi-level shift by donors", u_fermi * kt_hot, "eV")
show("factor for singly negative defects", np.exp(u_fermi))
print(f"stress {stress / 1e6:.0f} MPa times atomic volume: "
      f"{stress_energy:.4f} eV")
show("factor from that stress energy", np.exp(stress_energy / kt_hot))
show("factor from 0.1 eV error in G", np.exp(0.1 / kt_hot))
print("tests ok")
```

Printed output:

```
open sum 1: c_V=0.02023 c_I=0.01158 reduced product=8.0000e-05
open sum 2: c_V=0.01023 c_I=0.02303 reduced product=8.0000e-05
site density: 5e+22 cm^-3
V enthalpy, entropy: 3.7 eV, 8.0 k
I enthalpy, entropy: 4.1 eV, 10.0 k
T=1400 K: kT=0.12064 eV
  G_V=2.7349 eV, G_I=2.8936 eV
  surface values C_V=7.144e+12, C_I=1.917e+12 cm^-3
  K=1.369e+25 cm^-6, sqrt(K)=3.700e+12 cm^-3
  ratio C_V/C_I=3.727
T=1200 K: kT=0.10341 eV
  G_V=2.8727 eV, G_I=3.0659 eV
  surface values C_V=4.305e+10, C_I=6.648e+09 cm^-3
  K=2.862e+20 cm^-6, sqrt(K)=1.692e+10 cm^-3
  ratio C_V/C_I=6.476
temperature of equal surface values: 2321 K
oxidation supersaturation of I: 3
oxidation atom potential: 0.133 eV
oxidation C_V=2.381e+12, C_I=5.750e+12 cm^-3
D_I=1.0e-04, D_V=1.0e-05, D_eff=2.904e-05 cm^2/s
slab thickness: 0.7 mm
capture radius: 0.5 nm
surface equilibration time: 17.1 s
same from two-species eigenvalue: 17.1 s
recombination rate: 626 1/s
barrier that equalizes the two rates: 1.12 eV
cooling time 2.0 s, then hold 1.0 s
conserved C_I - C_V: -5.227e+12 cm^-3
sealed, cooled: C_V=5.227e+12, C_I=5.476e+07 cm^-3
slab midplane: C_V=5.227e+12, C_I=5.476e+07 cm^-3
slab average C_V after cooling: 4.298e+12 cm^-3
average C_V / sealed C_V: 0.822
sealed V supersaturation: 121
void driving energy per V: 0.496 eV
oxygen 1.0e+18 cm^-3, V binding 1.0 eV
trapped/free V: hot 0.159, cooled 0.634
sealed with oxygen: C_V=3.895e+12, C_I=7.347e+07 cm^-3
intrinsic carriers 1.0e+19, donors 1.0e+20 cm^-3
Fermi-level shift by donors: 0.279 eV
factor for singly negative defects: 10.1
stress 100 MPa times atomic volume: 0.0125 eV
factor from that stress energy: 1.11
factor from 0.1 eV error in G: 2.29
tests ok
```
